# Band-by-Band Conjugate Gradients with an Ultrasoft Overlap

## The form of the line minimization

Let $\psi$ be a trial band and $d$ a direction in which it may be improved. Suppose both have unit norm in a positive definite overlap $S$, and are orthogonal in it:

$$\langle\psi|S|\psi\rangle=\langle d|S|d\rangle=1,\qquad \langle\psi|S|d\rangle=0 .$$

The energy of $\psi(\theta)=\cos\theta\,\psi+\sin\theta\,d$ is quadratic in $\cos\theta$ and $\sin\theta$. It is therefore unchanged by $\theta\to\theta+\pi$, which reverses the sign of the state, and contains just a constant, $\cos2\theta$ and $\sin2\theta$.

The best angle is restricted further. Adding $\lambda S$ to the Hamiltonian $H$ shifts every energy on the curve by $\lambda$, so the angle can depend on $\langle\psi|H|\psi\rangle$ and $\langle d|H|d\rangle$ through their difference alone. Multiplying $H$ by a positive number cannot move the minimum either. The cross terms involve the coupling only through $\mathrm{Re}\langle d|H|\psi\rangle$, so the angle depends on the ratio of this real part to that difference, and on their signs.

## The problem and its projector

In an ultrasoft pseudopotential calculation the bands obey

$$H\psi_n=\varepsilon_nS\psi_n,\qquad S=1+\sum_{ij}|\beta_i\rangle Q_{ij}\langle\beta_j| ,$$

where the $\beta_i$ are localized projectors and $Q_{ij}$ are augmentation charges. $H$ is Hermitian and is held fixed, including its nonlocal coefficients, which in a self-consistent calculation depend on the potential. Inner products are antilinear on the left, and energies are in hartree (Ha).

Band $m$ is found by minimizing $\langle\psi|H|\psi\rangle$ at unit $S$-norm, with $\langle\psi_n|S|\psi\rangle=0$ for the $m-1$ lower bands, which are $S$-orthonormal and fixed. Writing $\psi_m=\psi$ for the current band, define

$$P=1-\sum_{n\le m}|\psi_n\rangle\langle\psi_n|S .$$

Orthonormality gives $P^2=P$: in the square of the sum, $\langle\psi_n|S|\psi_{n'}\rangle=\delta_{nn'}$ reduces the double sum to the single one. Also $\langle\psi_n|SP=0$, so $Pv$ is $S$-orthogonal to all these bands. The adjoint is

$$P^\dagger=1-\sum_{n\le m}S|\psi_n\rangle\langle\psi_n| ,\qquad SP=P^\dagger S .$$

In general $P^\dagger\ne P$, so the projection is oblique. $P$ acts on directions, which are added to $\psi$. $P^\dagger$ acts on gradients, which are contracted with directions.

To see this, change $\psi$ by a small $\delta=P\delta$. The norm changes only at second order, and the first-order energy change is

$$2\,\mathrm{Re}\langle\delta|H|\psi\rangle
=2\,\mathrm{Re}\langle P\delta|H\psi\rangle
=2\,\mathrm{Re}\langle\delta|r\rangle,$$

$$r=P^\dagger H\psi=H\psi-\sum_{n\le m}S\psi_n\langle\psi_n|H|\psi\rangle .$$

If the lower bands are eigenstates, $\langle\psi_n|H|\psi\rangle=\varepsilon_n\langle\psi_n|S|\psi\rangle=0$ for $n<m$. Then $r=(H-\varepsilon S)\psi$ with $\varepsilon=\langle\psi|H|\psi\rangle$, the usual residual.

## A direction that goes downhill

Let $K$ be a Hermitian, positive definite preconditioner, fixed while one band is treated. In a plane-wave basis a simple choice is $K=1/(1+T/T_0)$, with $T$ the kinetic energy of the plane wave. Where $T$ dominates $H-\varepsilon S$, the product $K(H-\varepsilon S)$ tends to $T_0$ instead of growing with $T$. This compresses the range of curvatures that slows a gradient method.

The gradient obeys $\langle\psi_n|r\rangle=0$ for $n\le m$, which is orthogonality in the ordinary product. Neither $r$ nor $Kr$ is in general $S$-orthogonal to the bands, so a projection must follow the multiplication by $K$, and it is needed even for $K=1$:

$$z=PKr .$$

Since $P^\dagger r=r$,

$$\langle r|z\rangle=\langle P^\dagger r|K r\rangle=\langle r|K|r\rangle>0
\qquad(r\ne0).$$

By the gradient formula, $-z$ therefore lowers the energy. The conjugate-gradient direction adds a memory of the preceding one,

$$D=-z+\gamma PD_{\rm old},\qquad
\gamma=\frac{\langle r-r_{\rm old}|z\rangle}{\langle r_{\rm old}|z_{\rm old}\rangle},$$

with $D=-z$ on the first step. The direction entering the line minimization is $d=D/\|D\|_S$, where $\|D\|_S=\sqrt{\langle D|S|D\rangle}$. The value of $\gamma$ is derived below, because it relies on the line minimization.

## The minimum in closed form

Define

$$A=\langle\psi|H|\psi\rangle,\quad B=\langle d|H|d\rangle,\quad
C=\mathrm{Re}\langle d|H|\psi\rangle .$$

Expanding the energy gives two cross terms, which are complex conjugates and sum to $2C\sin\theta\cos\theta$. With the double-angle identities,

$$\begin{aligned}
E(\theta)&=A\cos^2\theta+B\sin^2\theta+2C\sin\theta\cos\theta\\
&=\frac{A+B}{2}-\Delta\cos2\theta+C\sin2\theta,\qquad \Delta=\frac{B-A}{2}.
\end{aligned}$$

No denominator is needed, because $\psi(\theta)$ has unit $S$-norm for every $\theta$. Let $R=\sqrt{\Delta^2+C^2}>0$. The last two terms are the scalar product of $(-\Delta,C)$ with the unit vector $(\cos2\theta,\sin2\theta)$. Their least value is $-R$, reached when the two vectors are antiparallel:

$$\cos2\theta=\frac{\Delta}{R},\qquad \sin2\theta=-\frac{C}{R},\qquad
\theta=\tfrac12\,\mathrm{atan2}(-2C,\,B-A).$$

Here $\mathrm{atan2}(y,x)$ is the polar angle of the point $(x,y)$. The minimum is $E_{\min}=(A+B)/2-R=A+\Delta-R$.

Near convergence with $B>A$, the energy change $\Delta-R$ subtracts nearly equal numbers and loses relative accuracy. A form that is stable in this case follows from $R^2-\Delta^2=C^2$ and the half-angle identity:

$$\Delta-R=-\frac{C^2}{R+\Delta},\qquad
\tan\theta=\frac{\sin2\theta}{1+\cos2\theta}=-\frac{C}{R+\Delta},$$

$$E_{\min}=A+C\tan\theta .$$

These forms divide by $R+\Delta$. For $B<A$ that sum itself cancels as $C\to0$ and vanishes at $C=0$, so there $(A+B)/2-R$ is the form to use. For a downhill direction $C<0$, so $0<\theta<\pi/2$ and the energy falls.

**The branch.** Setting $E'(\theta)=0$ gives $\tan2\theta=2C/(A-B)$, which holds at the maximum as well. The single-argument arctangent returns an angle with $\cos2\theta>0$, whereas the minimum has $\cos2\theta$ of the sign of $B-A$. When $B<A$ it therefore selects the maximum.

**The phase.** If $\langle d|H|\psi\rangle$ is complex, a real angle uses its real part alone. The lowest energy in the complex span of $\psi$ and $d$ has $|\langle d|H|\psi\rangle|$ in place of $|C|$ in $R$. It is reached after multiplying $d$ by $-\langle d|H|\psi\rangle/|\langle d|H|\psi\rangle|$, which makes the coupling real and negative.

## Why the iteration keeps the coupling real

Write $c=\cos\theta$, $s=\sin\theta$ at the minimum, $\psi'=c\psi+sd$ for the new band and $u=-s\psi+cd$ for its partner. If $\langle d|H|\psi\rangle=C$ is real,

$$\begin{aligned}
\langle u|H|\psi'\rangle&=-scA-s^2C+c^2C+scB\\
&=C\cos2\theta+\Delta\sin2\theta=\frac{C\Delta-\Delta C}{R}=0 .
\end{aligned}$$

The new projector $P'$, built with $\psi'$, acts on the old direction as

$$P'd=d-\psi'\langle\psi'|S|d\rangle=d-s(c\psi+sd)=c^2d-sc\,\psi=c\,u .$$

The lower bands contribute nothing because $d$ is already orthogonal to them. The remembered direction is thus decoupled from $\psi'$. With $z'=P'z'$, the next coupling is

$$\langle D'|H|\psi'\rangle=-\langle P'z'|H\psi'\rangle+0=-\langle z'|r'\rangle ,$$

which is real and negative. The first step has $D=-z$ and the same property, so induction extends it to every step in exact arithmetic, provided $H$, $S$ and the lower bands stay fixed. No phase correction is then needed, and each direction is downhill whatever the value of $\gamma$.

The same rotation updates the stored products, $H\psi'=cH\psi+sHd$ and $S\psi'=cS\psi+sSd$. One application of $H$ and one of $S$, both to $D$, suffice per step: $SD$ gives $\|D\|_S$, and dividing $HD$ and $SD$ by it gives $Hd$ and $Sd$.

## The origin of $\gamma$

Near convergence the energy is approximately quadratic, with curvature operator $M=H-\varepsilon S$ on the allowed directions. Successive directions should be conjugate, $\langle D|M|D'\rangle=0$. To leading order $P'D$ may be replaced by $D$, and inserting $D'=-z'+\gamma D$ gives

$$\gamma=\frac{\langle D|M|z'\rangle}{\langle D|M|D\rangle}.$$

The products with $M$ need not be computed. For small $\theta$, $\psi'-\psi\approx\theta d=\alpha D$ with $\alpha=\theta/\|D\|_S$. Hence $r'-r\approx\alpha MD$, apart from terms proportional to $S\psi_n$ and $S\psi'$. Those terms vanish against $z'$, and against $D$ they vanish or are of higher order. Multiplying numerator and denominator by the real number $\alpha$,

$$\gamma\approx\frac{\langle r'-r|z'\rangle}{\langle D|r'-r\rangle}.$$

In the denominator, $\langle D|r'\rangle=\langle P'D|H\psi'\rangle=0$ by the decoupling just shown, and $\langle D|r\rangle=\langle D|H\psi\rangle=-\langle z|r\rangle$. It therefore equals $\langle z|r\rangle$, which is the formula used above. Conjugacy is a leading-order property near the minimum; descent does not depend on it.

## Error analysis

**Error in the angle.** About the minimum angle $\theta_*$, the energy is $E(\theta_*+\eta)=(A+B)/2-R\cos2\eta$. Hence

$$E(\theta_*+\eta)-E_{\min}=2R\sin^2\eta,\qquad
\langle u|H|\psi'\rangle=\tfrac12E'=R\sin2\eta .$$

The second relation holds for real coupling, since $u$ is the derivative of $\psi(\theta)$. The energy error is quadratic in $\eta$, but the leftover coupling is linear. An approximate angle thus costs little energy and yet disturbs the decoupling on which the next direction rests.

**Error in orthogonality.** If $d$ has unit $S$-norm but is not $S$-orthogonal to $\psi$, the cross terms give

$$\langle\psi(\theta)|S|\psi(\theta)\rangle=1+\sin2\theta\,\mathrm{Re}\langle\psi|S|d\rangle .$$

The expression $E(\theta)$ is then no longer the energy of a normalized state, and its minimum can lie below any energy available in the span.

**Error in the eigenvalue.** Consider the lowest band, with exact eigenpairs $(\varepsilon_j,\phi_j)$ and $\psi=\sum_ja_j\phi_j$, $\sum_j|a_j|^2=1$. Suppose its energy $E$ lies below $\varepsilon_2$. No eigenvalue lies between $\varepsilon_1$ and $\varepsilon_2$, so

$$0\le\sum_j|a_j|^2(\varepsilon_j-\varepsilon_1)(\varepsilon_j-\varepsilon_2)
=\sigma^2+(E-\varepsilon_1)(E-\varepsilon_2),$$

where $\sigma^2=\sum_j|a_j|^2(\varepsilon_j-E)^2$. Because $r=\sum_ja_j(\varepsilon_j-E)S\phi_j$, one has $\sigma^2=\langle r|S^{-1}|r\rangle\le\|r\|^2/s_{\min}$, with $s_{\min}$ the smallest eigenvalue of $S$. Therefore

$$0\le E-\varepsilon_1\le\frac{\|r\|^2}{s_{\min}(\varepsilon_2-E)} .$$

The bound on the energy error is quadratic in the residual, and it weakens when the gap is small or $S$ is nearly singular. With exact lower bands the argument holds for band $m$ in their $S$-orthogonal complement, with $\varepsilon_m$ and $\varepsilon_{m+1}$ in place of $\varepsilon_1$ and $\varepsilon_2$.

Since $\sigma^2\ge\min_j(\varepsilon_j-E)^2$, a small residual certifies that $E$ lies within $\sigma$ of some eigenvalue of the constrained problem, not which one. A start that is already a higher eigenstate has $r=0$ and does not move.

**Error inherited from lower bands.** The span of $\phi_1,\dots,\phi_m$ has dimension $m$. The $m-1$ constraints leave at least one nonzero vector in it, with energy at most $\varepsilon_m$. The constrained minimum therefore satisfies $E_m\le\varepsilon_m$, and inexact lower bands can push it below the exact eigenvalue.

The cure is to diagonalize $H$ within the span of the computed bands. The first $k$ resulting states span a $k$-dimensional space, which contains a vector $S$-orthogonal to $\phi_1,\dots,\phi_{k-1}$. Its energy is at least $\varepsilon_k$ and at most the $k$-th rotated value. Each rotated value is thus an upper bound to its exact counterpart.

## A worked case

The model is a periodic line of length 12 bohr at Bloch vector 0.1309 bohr$^{-1}$, with 76 plane waves up to 200 Ha. Two unlike sites carry Gaussian wells of depth 2.0 and 1.5 Ha, and each has an even and an odd projector. The augmentation charges are $(0.8,-0.3)$ and $(0.5,-0.2)$, and the eigenvalues of $S$ run from 0.70 to 1.80. The parameters represent no material. The preconditioner has $T_0=1$ Ha, and the starting states are random, with high plane waves damped.

For the first step of band 1, $A=0.5306$, $B=2.2735$ and $C=-1.5922$ Ha. Then

$$\Delta=0.8714\ \text{Ha},\qquad R=\sqrt{0.8714^2+1.5922^2}=1.8151\ \text{Ha},$$

$$\tan\theta=\frac{1.5922}{1.8151+0.8714}=0.5927,\qquad \theta=0.5350,$$

$$E_{\min}=0.5306-1.5922\times0.5927=-0.4131\ \text{Ha}.$$

A numerical search over the Rayleigh quotient finds the same angle and energy. Turning $d$ by a phase of 0.7 rad raises the real-angle minimum to $-0.0954$ Ha, and the phase correction restores $-0.4131$ Ha. In a separate case with $B<A$, the two-argument formula reaches the lower energy, $-0.8344$ Ha, while the single-argument arctangent gives the maximum, $0.1506$ Ha.

Without a projection after $K$, the normalized direction has an $S$-overlap of magnitude 0.623 with $\psi$. The ordinary projector $1-|\psi\rangle\langle\psi|/\langle\psi|\psi\rangle$ leaves 0.122, and the squared norm after the step is 1.109. The apparent energy is $-0.4578$ Ha, but division by the squared norm gives $-0.4128$ Ha. The state itself is almost as good as the correct one here; the reported energy is wrong by 0.045 Ha.

Band 1 then proceeds as follows, each angle being the one used to leave that row:

| Step | Energy (Ha) | $\Vert r\Vert$ (Ha) | $\theta$ (rad) |
|---|---|---|---|
| 0 | 0.5306 | 3.677 | 0.535 |
| 3 | −0.6282 | 0.384 | 0.723 |
| 4 | −0.7515 | 0.511 | 0.395 |
| 7 | −0.8342 | 0.0225 | 0.013 |

Between steps 3 and 4 the residual rises although the energy falls: the line minimization controls the energy, not $\|r\|$. At step 7 the energy is $1.8\times10^{-4}$ Ha above the dense-diagonalization value $-0.834418$ Ha. With $\varepsilon_2=-0.5617$ Ha, the error bound is

$$\frac{0.0225^2}{0.70\times(0.8342-0.5617)}\approx2.7\times10^{-3}\ \text{Ha},$$

safely larger than the actual error.

All four bands agree with dense diagonalization within the test tolerance of $10^{-9}$ Ha. Reaching a residual below $10^{-8}$ Ha takes 86 steps in total. Preconditioned steepest descent needs 201, and conjugate gradients without the preconditioner need 1371; neither conjugate-gradient run is restarted within a band. For band 1, over the steps with $10^{-7}<\|r\|<10^{-4}$ Ha, the ratio $|\langle v|M|w\rangle|/\sqrt{|\langle v|M|v\rangle\langle w|M|w\rangle|}$ with $w=P'D$ the carried direction is at most $8.2\times10^{-10}$ for $v=D'$; for $v=z'$, the preconditioned gradient alone, it reaches 0.375.

Finally, band 1 is stopped after two steps, at $-0.5697$ Ha. Band 2, fully converged under this poor constraint, falls to $-0.7735$ Ha, far below the exact $\varepsilon_2=-0.5617$ Ha. If $w$ is its weight on $\phi_1$, its energy is at least $w\varepsilon_1+(1-w)\varepsilon_2$, so $w\ge(0.7735-0.5617)/(0.8344-0.5617)>0.77$. The crude band, being $S$-orthogonal to it, then holds less than 0.23 of $\phi_1$: band 2 has taken up most of the lowest state. The coupling between the two computed bands is 0.1168 Ha in magnitude, so diagonalization in their span gives

$$-0.6716\mp\sqrt{0.1019^2+0.1168^2}=-0.8266,\ -0.5166\ \text{Ha}.$$

Both values now lie above the exact ones. The second is still 0.045 Ha too high: the rotation restores the bounds, not the missing convergence.

## Use within self-consistency

These results concern one fixed $H$. When the density is updated, the potential and the ultrasoft nonlocal coefficients change, and the stored $H\psi$, the old gradient and the old direction belong to a different problem. The proof of descent then no longer covers the remembered direction; recomputing $H\psi$ and restarting from $D=-z$ restores it. The density-functional total energy is not, in general, a single harmonic in $2\theta$, because its Hartree and exchange-correlation parts are not linear in the density. The closed-form angle is the exact line minimum for the frozen Hamiltonian, not for that functional.

## Calculated quantities

```
cell length 12.0 bohr, cutoff 200 Ha, k = 0.13090 1/bohr, plane waves 76
site x=0.0 bohr: depth 2.0 Ha, width 1.0 bohr, q=(0.8, -0.3), D=(0.6, -0.4) Ha
site x=4.0 bohr: depth 1.5 Ha, width 0.8 bohr, q=(0.5, -0.2), D=(0.4, -0.3) Ha
projector width 0.6 bohr
S eigenvalues: min 0.70000, max 1.80000
preconditioner 1/(1+T/T0), T0 = 1.0 Ha
two-band projector: Frobenius norm of P - P^dagger 0.4639
first step: A 0.530606 Ha, B 2.273487 Ha, C -1.592244 Ha
first step: theta 0.535013 rad, E_min -0.413070 Ha
numerical search: theta 0.535013 rad, E -0.413070 Ha
no projection after K: |<psi|S|d>| 0.62307
ordinary projector: |<psi|S|d>| 0.12162, <psi|S|psi> after step 1.10890
ordinary projector: apparent E -0.457762 Ha, true quotient -0.412806 Ha
d turned by phase 0.7 rad: E_min -0.095446 Ha, phase fixed -0.413070 Ha
B<A case (mixing 0.2 rad): A 0.111674 Ha, B -0.795542 Ha
B<A case: atan2 gives -0.834418 Ha, arctan gives 0.150550 Ha
band 1: CG -0.83441832 Ha, dense -0.83441832 Ha, steps 19
band 2: CG -0.56168929 Ha, dense -0.56168929 Ha, steps 19
band 3: CG -0.37780782 Ha, dense -0.37780782 Ha, steps 22
band 4: CG -0.15093165 Ha, dense -0.15093165 Ha, steps 26
band 1 history: step, energy (Ha), residual norm (Ha), theta (rad)
  0 0.53060580 3.677e+00 0.53501
  1 -0.41307016 1.026e+00 0.41729
  2 -0.56967385 5.059e-01 0.19091
  3 -0.62820597 3.841e-01 0.72281
  4 -0.75149272 5.108e-01 0.39462
  5 -0.81371407 1.466e-01 0.18197
  6 -0.83321043 7.085e-02 0.02270
  7 -0.83424266 2.251e-02 0.01270
largest error of <d|H|psi> = -<z|r>/|D|_S: 8.9e-16 Ha
band 1, normalized coupling to old direction: CG 8.2e-10, gradient alone 0.375
total steps to residual 1e-8 Ha, 4 bands: preconditioned CG 86
  preconditioned steepest descent 201, CG without preconditioner 1371
crude band 1 after 2 steps: -0.569674 Ha
band 2 above crude band 1: -0.773496 Ha, exact -0.561689 Ha
coupling |<psi_1|H|psi_2>| 0.116822 Ha
after subspace rotation: -0.826612, -0.516558 Ha
```
